\section*{Oxygen pressure and electron density with doubly ionized vacancies}

\section{A weak response to a large change}

Take reduced strontium titanate at 1300 K, described by the rough parameters given below, with doubly ionized oxygen vacancies as its only charged defects and with negligible holes. When the oxygen pressure falls from $10^{-9}$ to $10^{-15}$ Torr, the equilibrium electron density rises from $2.18\times10^{18}$ to $2.18\times10^{19}\ \mathrm{cm^{-3}}$. A millionfold change of pressure gives a tenfold change of density. The cause is a power law with exponent $-1/6$, which follows from two conditions: equilibrium of oxygen exchange, and charge neutrality. Neither is enough alone.

\section{Statement and conventions}

Removing an oxygen ion from its site and releasing neutral oxygen leaves two electrons behind. If both enter the conduction band, the reaction is
\begin{equation}
\mathrm{O_O^{\times}}\rightleftharpoons \tfrac12\,\mathrm{O_2(gas)}+\mathrm{V_O^{\bullet\bullet}}+2e^- .
\label{reaction}
\end{equation}
A dot denotes one positive charge relative to the perfect crystal, a cross denotes none. Let $n$ be the electron density, $[V]$ the density of doubly ionized vacancies, $N_O$ that of oxygen sites, $p$ the oxygen pressure and $p_0=1$ Torr. Boltzmann's constant is $k$, the Fermi level $E_F$ and the conduction band edge $E_C$.

\paragraph{Assumptions.}
(a) Crystal and gas are in equilibrium at fixed temperature $T$, and the gas is ideal. (b) Vacancies are dilute and do not interact. (c) Electrons are non-degenerate, in a parabolic band. (d) Holes, acceptors, other vacancy charge states and cation defects contribute negligible charge.

\paragraph{Theorem.}
Under (a)--(d),
\begin{equation}
n=(2K)^{1/3}\left(\frac{p}{p_0}\right)^{-1/6},\qquad
K=N_ON_C^2\,e^{-[E_0+\mu_O(T,p_0)]/kT}.
\label{theorem}
\end{equation}
Here $N_C$ is the effective density of band states, $\mu_O$ the chemical potential per oxygen atom, and $E_0$ a formation energy; the lemmas define all three.

\section{Four lemmas}

\paragraph{Lemma 1 (formation energy).}
The cost of one doubly ionized vacancy, without the entropy of choosing its site, is
\begin{equation}
E_f=E_0+\mu_O(T,p)+2(E_F-E_C).
\label{formation}
\end{equation}

\emph{Proof.} Let $E_{\rm def}$ and $E_{\rm bulk}$ be the total energies of a supercell with and without the charged vacancy. The removed atom goes to the gas, and two electrons go to a reservoir at $E_F$. Both gains of the reservoirs enter with a plus sign:
\begin{equation}
E_f=E_{\rm def}-E_{\rm bulk}+E_{\rm corr}
+\left(\tfrac12E_{\mathrm{O_2}}+\mu_O\right)+2E_F .
\end{equation}
The term $E_{\rm corr}$ removes the spurious interaction of periodic charged images and aligns the potentials of the two cells. The zero of $\mu_O$ is half the energy $E_{\mathrm{O_2}}$ of a molecule in its lowest level. Writing $2E_F=2E_C+2(E_F-E_C)$ and collecting the constants,
\begin{equation}
E_0=E_{\rm def}-E_{\rm bulk}+E_{\rm corr}
+\tfrac12E_{\mathrm{O_2}}+2E_C,
\end{equation}
gives \eqref{formation}. Changes of lattice vibration are left out here and estimated later. $\square$

\paragraph{Lemma 2 (gas).}
At fixed temperature,
\begin{equation}
\mu_O(T,p)=\mu_O(T,p_0)+\tfrac12kT\ln(p/p_0).
\label{gas}
\end{equation}

\emph{Proof.} For $N$ independent identical molecules with one-molecule partition function $q$, the free energy is $F=-kT\ln(q^N/N!)$. Stirling's formula gives $F=-kT(N\ln q-N\ln N+N)$, so
\begin{equation}
\mu_{\mathrm{O_2}}=\frac{\partial F}{\partial N}=-kT\ln\frac qN .
\end{equation}
Translation in volume $\mathcal V$ contributes $\mathcal V(2\pi MkT/h^2)^{3/2}$ to $q$, where $M$ is the molecular mass. The electronic spin triplet contributes 3. Since the common oxygen nuclei have no spin, exchange symmetry leaves only odd rotational levels, half of the total; at high temperature their sum is $T/(2\theta_r)$. Vibration, counted from its lowest level, gives the geometric sum $1/(1-e^{-\theta_v/T})$. With $\mathcal V/N=kT/p$ and $\mu_O=\frac12\mu_{\mathrm{O_2}}$,
\begin{equation}
\mu_O=-\frac{kT}{2}\ln\left[
\frac{kT}{p}\left(\frac{2\pi MkT}{h^2}\right)^{3/2}
\frac{3T}{2\theta_r}\frac{1}{1-e^{-\theta_v/T}}\right].
\label{mu}
\end{equation}
Subtracting the value at $p_0$ cancels everything except the pressure and leaves \eqref{gas}. The factor one half appears because a molecule holds two atoms. $\square$

\paragraph{Lemma 3 (vacancies).}
At given $E_F$ and $\mu_O$, dilute vacancies have density $[V]=N_Oe^{-E_f/kT}$.

\emph{Proof.} Put $m$ vacancies on $N_s$ sites. There are $W=N_s!/[m!(N_s-m)!]$ arrangements, and the free energy to be minimized is $G=mE_f-kT\ln W$. By Stirling's formula, $d\ln W/dm=\ln[(N_s-m)/m]$. Hence
\begin{equation}
\frac{dG}{dm}=E_f-kT\ln\frac{N_s-m}{m}=0
\quad\Rightarrow\quad
\frac{m}{N_s-m}=e^{-E_f/kT}.
\end{equation}
The second derivative, $kT[1/m+1/(N_s-m)]$, is positive, so this is a minimum. For $m\ll N_s$ the left side is $m/N_s=[V]/N_O$. $\square$

\paragraph{Lemma 4 (electrons).}
For a non-degenerate parabolic band, $n=N_Ce^{(E_F-E_C)/kT}$ with $N_C=2(2\pi m_dkT/h^2)^{3/2}$.

\emph{Proof.} With spin, the density of states at energy $\varepsilon$ above the edge is $(2m_d/\hbar^2)^{3/2}\sqrt\varepsilon/(2\pi^2)$. The density-of-states mass $m_d$ absorbs anisotropy and the number of bands. Far above $E_F$ the Fermi function is $e^{-(E_C+\varepsilon-E_F)/kT}$. With $x=\varepsilon/kT$ and $\int_0^\infty\sqrt x\,e^{-x}dx=\sqrt\pi/2$,
\begin{equation}
n=\frac{1}{2\pi^2}\left(\frac{2m_dkT}{\hbar^2}\right)^{3/2}
\frac{\sqrt\pi}{2}\,e^{(E_F-E_C)/kT}.
\end{equation}
Since $\hbar=h/2\pi$, the bracket equals $4\pi(2\pi m_dkT/h^2)$. Its power $3/2$ supplies $8\pi^{3/2}$, and $8\pi^{3/2}\sqrt\pi/(4\pi^2)=2$. $\square$

\section{Proof of the theorem}

Insert \eqref{formation} into Lemma 3 and use Lemma 4 for the Fermi level, $e^{-2(E_F-E_C)/kT}=N_C^2/n^2$:
\begin{equation}
[V]=N_O\,\frac{N_C^2}{n^2}\,e^{-[E_0+\mu_O(T,p)]/kT}.
\end{equation}
By \eqref{gas}, $e^{-\mu_O(T,p)/kT}=e^{-\mu_O(T,p_0)/kT}(p/p_0)^{-1/2}$. Multiplying by $n^2(p/p_0)^{1/2}$ gives the mass-action law of reaction \eqref{reaction},
\begin{equation}
n^2[V]\left(\frac p{p_0}\right)^{1/2}=K .
\label{massaction}
\end{equation}
This is one equation for two unknown densities. Neutrality supplies the other: each vacancy carries two positive charges, so $n=2[V]$. Substituting $[V]=n/2$,
\begin{equation}
\frac{n^3}{2}\left(\frac p{p_0}\right)^{1/2}=K
\quad\Rightarrow\quad
n^3=2K\left(\frac p{p_0}\right)^{-1/2}.
\label{cube}
\end{equation}
The cube root is \eqref{theorem}. $\square$

\paragraph{Remark on the exponent.}
The half comes from the diatomic gas and the third from the three powers of $n$: two electrons in the reaction, and one more because the vacancy density follows $n$. For vacancies of charge $z$, each formed by releasing one oxygen atom, mass action contains $n^z[V]$ and neutrality is $n=z[V]$, so $n^{z+1}\propto p^{-1/2}$ and the exponent is $-1/[2(z+1)]$.

\paragraph{Remark on energies.}
At fixed $T$ and $p$, $n\propto e^{-E_0/3kT}$. An error $\delta E$ in the computed formation energy multiplies $n$ by $e^{-\delta E/3kT}$ and leaves the exponent alone.

\section{Limits and competing charges}

\paragraph{Proposition (fixed acceptors).}
Let ionized acceptors have fixed density $A$, with holes still negligible. Then
\begin{equation}
\frac{d\ln n}{d\ln p}=-\frac{1}{2\left[2+n/(n+A)\right]} .
\label{slope}
\end{equation}

\emph{Proof.} Neutrality is now $n+A=2[V]$, so \eqref{massaction} becomes $n^2(n+A)=2K(p/p_0)^{-1/2}$. Take logarithms and differentiate, using $d\ln(n+A)=[n/(n+A)]\,d\ln n$:
\begin{equation}
\left(2+\frac{n}{n+A}\right)d\ln n=-\frac12\,d\ln p .
\end{equation}
Division gives \eqref{slope}. $\square$

For $n\gg A$ the slope is $-1/6$. For $n\ll A$ the acceptors fix the vacancy density at $A/2$, and the slope is $-1/4$. The two densities are equal when $2A^3=2K(p/p_0)^{-1/2}$, that is at $p/p_0=(K/A^3)^2$.

\paragraph{Singly ionized vacancies.}
Suppose a doubly ionized vacancy binds one electron by energy $E_b$. The bound electron has two spin states, so
\begin{equation}
r=\frac{[V^{\bullet}]}{[V]}=2e^{(E_F-E_C+E_b)/kT}
=\frac{2n}{N_C}e^{E_b/kT}.
\label{ratio}
\end{equation}
Neutrality becomes $n=2[V]+[V^\bullet]=2[V](1+r/2)$, and \eqref{cube} acquires a factor $1+r/2$ on its right side. For small $r$, $n$ therefore rises by the fraction $r/6$. It does not fall, because the gas equilibrium ties $[V]$ to $n$, and the singly ionized vacancies are additional ones. For large $r$, $n=[V^\bullet]\propto n[V]\propto n^{-1}p^{-1/2}$, which gives the slope $-1/4$.

A slope of $-1/4$ thus does not identify its cause. Numerical charge balances without holes at 1 Torr confirm both limits: the slope is $-0.2500$ for $A=10^{20}\ \mathrm{cm^{-3}}$ without capture, and $-0.2484$ for $E_b=1.5$ eV without acceptors.

\section{Worked example}

The inputs are $T=1300$ K, $E_0=5.8$ eV, $m_d=5$ electron masses and a cubic lattice constant of 0.39 nm with three oxygen sites per cell. For the molecule, $\theta_r=2.1$ K and $\theta_v=2270$ K. These are rough values; $E_0$ has not been computed here from a density functional. They give $kT=0.1120$ eV, $N_O=5.06\times10^{22}$ and $N_C=2.53\times10^{21}\ \mathrm{cm^{-3}}$.

Equation \eqref{mu} gives $\mu_O=-1.855$ eV at 1 Torr. At $10^{-12}$ Torr the pressure term, with unrounded $kT$, adds $\frac12kT\ln10^{-12}=-1.548$ eV, so $\mu_O=-3.403$ eV. The exponent in $K$ contains $5.800-1.855=3.945$ eV, and
\begin{equation}
K=N_ON_C^2e^{-3.945/0.1120}
=1.65\times10^{50}\ \mathrm{cm^{-9}},
\end{equation}
where the unrounded $kT$ is used. The cube root of $2K$ is $6.91\times10^{16}\ \mathrm{cm^{-3}}$, and $(10^{-12})^{-1/6}=100$. Therefore
\begin{equation}
n=6.91\times10^{18}\ \mathrm{cm^{-3}}=6.91\times10^{24}\ \mathrm{m^{-3}},
\qquad [V]=3.45\times10^{18}\ \mathrm{cm^{-3}} .
\end{equation}
The digits serve to follow the arithmetic; the inputs justify an order of magnitude.

As a test of the derivation, the total free energy of neutral crystal and gas was minimized numerically, with Fermi--Dirac electrons and site entropy and without the mass-action law. The minimum lies at $n=6.90\times10^{18}\ \mathrm{cm^{-3}}$, and the slope is $-0.1666$.

A fuller charge balance includes $A=10^{18}\ \mathrm{cm^{-3}}$, $E_b=0.1$ eV and holes across a hot gap of 2.5 eV, with the same mass in both bands. It also admits neutral vacancies, whose second electron is bound with zero energy; they carry no charge. Densities are in $\mathrm{cm^{-3}}$.

\begin{center}
\begin{tabular}{cccc}
$p$ (Torr) & $n$, law & $n$, balance & slope, balance\\
\hline
$10^{-15}$ & $2.18\times10^{19}$ & $2.16\times10^{19}$ & $-0.170$\\
$10^{-12}$ & $6.91\times10^{18}$ & $6.60\times10^{18}$ & $-0.175$\\
$10^{-9}$ & $2.18\times10^{18}$ & $1.90\times10^{18}$ & $-0.188$\\
$10^{-6}$ & $6.91\times10^{17}$ & $4.73\times10^{17}$ & $-0.215$\\
$10^{-3}$ & $2.18\times10^{17}$ & $9.80\times10^{16}$ & $-0.238$\\
$1$ & $6.91\times10^{16}$ & $1.86\times10^{16}$ & $-0.239$
\end{tabular}
\end{center}

The slope moves gradually away from $-1/6$ as the pressure rises through the crossover value $(K/A^3)^2p_0=2.7\times10^{-8}$ Torr. It comes closest to $-1/4$ near 0.05 Torr, at $-0.241$, where electrons and holes are about equally numerous, and has turned back slightly at 1 Torr. With acceptors alone, \eqref{slope} would give $-0.248$ there; holes cause most of the difference from $-1/4$. With hole density $h$, neutrality reads $n+A-h=2[V]$. Since $nh$ is constant at fixed $T$, $dh=-h\,d\ln n$, and the differentiation used for \eqref{slope} gives
\begin{equation}
\frac{d\ln n}{d\ln p}=-\frac{1}{2\left[2+(n+h)/(n+A-h)\right]} .
\end{equation}
For equal masses, Lemma 4 and its counterpart for holes give $nh=N_C^2e^{-E_g/kT}\approx1.30\times10^{33}\ \mathrm{cm^{-6}}$ with the gap $E_g=2.5$ eV. At 1 Torr this product gives $h\approx7.0\times10^{16}\ \mathrm{cm^{-3}}$, more than $n$. The fraction in the bracket is then 0.093 and the slope $-0.239$, as tabulated. The law for $n$ has by then lost its use as a guide to the majority carriers.

\section{Size of the neglected effects}

The following changes refer to 1300 K and $10^{-12}$ Torr, one effect at a time.

\paragraph{Degeneracy and site filling.}
Here $n/N_C=0.0027$ and the vacant site fraction is $6.8\times10^{-5}$. Together they lower $n$ by 0.07\%.

\paragraph{Acceptors and capture.}
For $A\ll n$, $n(1+A/n)^{1/3}=n_{\rm law}$ gives $n\approx n_{\rm law}-A/3$, a fall of about 5\%; the numerical balance gives 4.6\%. Electron capture has $r=0.013$ and raises $n$ by $r/6=0.2\%$.

\paragraph{Screening.}
In the linear Debye--H\"uckel estimate, a charge $ze$ has the potential $ze\,e^{-R/\lambda}/(4\pi\epsilon R)$ at distance $R$. Subtracting the bare Coulomb part and letting $R\to0$ leaves $-ze/(4\pi\epsilon\lambda)$ from the surrounding cloud. Building up the charge gradually gives half the product of charge and potential, $-z^2e^2/(8\pi\epsilon\lambda)$. One vacancy and two electrons have $\sum z^2=4+1+1=6$, so their cost falls by
\begin{equation}
\Delta=\frac{6e^2}{8\pi\epsilon\lambda},\qquad
\lambda^2=\frac{\epsilon kT}{e^2(n+4[V])}.
\end{equation}
With a rough hot relative permittivity of 60, the self-consistent values are $\lambda=4.1$ nm and $\Delta=0.0175$ eV. The density rises by the factor $e^{\Delta/3kT}$, or 5.3\%. Because $\Delta\propto n^{1/2}$, the slope also changes, to $-0.171$. These figures treat all charges as points; a distance of closest approach of one lattice constant reduces them to 4.9\% and $-0.170$. This shift is absent from the table.

\paragraph{Lattice vibrations.}
A mode of energy $\hbar\omega$ has partition function $\sum_j e^{-(j+1/2)\hbar\omega/kT}=1/[2\sinh(\hbar\omega/2kT)]$. If each vacancy removes three modes and leaves all others unchanged, its cost rises by
\begin{equation}
-3kT\ln\left[2\sinh\frac{\hbar\omega}{2kT}\right]=0.27\ \mathrm{eV}
\end{equation}
for $\hbar\omega=0.05$ eV. This multiplies $n$ by 0.45, the largest change among these estimates. Softer modes near the vacancy would act in the opposite direction. At fixed temperature such a constant shift alters $K$, not the exponent.

\section{Use for real material}

The gap, lattice constant and carrier density lie in the range of reduced strontium titanate, as far as rough values allow. The least certain input is $E_0$: raising it by 0.1 eV multiplies $n$ by 0.74, and different density functionals can differ by more than that. A pressure of $10^{-12}$ Torr here means an effective oxygen pressure, such as a hydrogen--water mixture sets through its own equilibrium, and not the total pressure in a chamber. A conductivity measurement shows the slope of $n$ if electrons dominate and their mobility does not change with $p$. The cation sublattice is taken as frozen; mobile cation defects would add terms to the neutrality condition.

A switching device used near room temperature breaks the assumption of gas equilibrium. Evaluated at 300 K and the same pressure, with $E_0$ and $m_d$ held fixed, the law gives $7\times10^{-8}\ \mathrm{cm^{-3}}$, some 26 orders of magnitude below the annealing value. Assumption (d) fails there as well: with the same masses and a gap of 3.2 eV, thermal electron--hole pairs alone give about $4\times10^{-7}\ \mathrm{cm^{-3}}$, so the figure is not even the equilibrium density. That number does not describe a cooled device whose oxygen exchange has stopped. If cooling is fast enough to freeze in the vacancies present at 1300 K, and they remain doubly ionized, neutrality keeps $n$ near $2[V]-A$, a few times $10^{18}\ \mathrm{cm^{-3}}$ here. With the binding energy $E_b=0.1$ eV used above, more than half of them would hold one electron at 300 K; with $A=10^{18}\ \mathrm{cm^{-3}}$ this lowers $n$ to about $4\times10^{18}\ \mathrm{cm^{-3}}$. The result depends on the assumed binding: for $E_b=0.05$ eV only about a fifth would hold an electron, and $n$ would be near $6\times10^{18}\ \mathrm{cm^{-3}}$. Under bias, vacancies may also drift, and neutrality can fail near the electrodes. After fast cooling, and where its assumptions held during the anneal, the theorem supplies the average vacancy density, not the local density during switching. If oxygen exchange continues during slow cooling, the vacancy density is set near the lower temperature at which exchange stops. The difference is large: at 1200 K and the same pressure, with $E_0$ and $m_d$ held fixed, the law gives only $n=1.4\times10^{18}\ \mathrm{cm^{-3}}$.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 1300 K, kT = 0.1120 eV
working oxygen pressure: 1.0e-12 Torr = 1.333e-10 Pa
formation energy E0: 5.80 eV; gap: 2.50 eV
density-of-states mass: 5.0 electron masses
lattice constant: 0.39 nm
O2 rotation, vibration temperatures: 2.1, 2270.0 K
oxygen site density N_O: 5.057e+22 cm^-3
band density N_C: 2.531e+21 cm^-3
mu_O at 1 Torr: -1.8550 eV
mu_O at working pressure: -3.4027 eV
mass-action constant K (p0 = 1 Torr): 1.6469e+50 cm^-9
n from law: 6.9062e+18 cm^-3 = 6.9062e+24 m^-3
[V] from law: 3.4531e+18 cm^-3
vacant fraction of oxygen sites: 6.828e-05
Fermi level minus band edge: -0.6614 eV
n from free-energy minimum: 6.9022e+18 cm^-3
slope from free-energy minimum: -0.16655
slope of law: -0.16667
p (Torr) | n law (cm^-3) | n full (cm^-3) | slope full
1e-15 | 2.184e+19 | 2.162e+19 | -0.1700
1e-12 | 6.906e+18 | 6.599e+18 | -0.1746
1e-09 | 2.184e+18 | 1.897e+18 | -0.1884
1e-06 | 6.906e+17 | 4.733e+17 | -0.2152
1e-03 | 2.184e+17 | 9.800e+16 | -0.2378
1e+00 | 6.906e+16 | 1.863e+16 | -0.2389
acceptors in full balance: 1.0e+18 cm^-3
vacancy binding of first electron: 0.10 eV
pressure where n = acceptors: 2.712e-08 Torr
slope, acceptors 1e20 cm^-3, 1 Torr: -0.2500
slope, binding 1.5 eV, 1 Torr: -0.2484
changes of n at working pressure, one effect at a time:
degeneracy and site filling: -0.067 %
holes: 0.00091 %, hole density 1.88e+14 cm^-3
acceptors: -4.60 %
electron capture: 0.22 %, [V+]/[V2+] = 0.0134
screening: 5.33 %, slope -0.1711
relative permittivity: 60; Debye length: 4.13 nm
screening energy gain: 0.0175 eV
lost modes at 0.05 eV: cost 0.268 eV, n times 0.450
E0 raised by 0.1 eV: n times 0.743
law evaluated at 300 K, same pressure: 6.82e-08 cm^-3
\end{verbatim}
